# Image-method action at a hard wall and the Cao–Berne hard-sphere analogue: verification in Python

```python
"""Image-method density matrix at a hard wall, tested against the primitive rule.

Result under test (Hartree units, mass m, time step tau, s = sqrt(tau/m)):
  rho_wall(x,x') = g(x-x') * [1 - exp(-2 m x x'/tau)],  g = normal density of width s.
The primitive rule (g with beads behind the wall rejected) acts as if each wall
were displaced outward by ell*s, ell = -zeta(1/2)/sqrt(2 pi): an error ~ sqrt(tau).
The Cao-Berne hard-sphere form (diameter d) is compared with a partial-wave sum,
and its error at small s/d with a closed first-order curvature formula.
"""
import numpy as np
import mpmath
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import erfc, roots_legendre, spherical_jn, spherical_yn, eval_legendre

mass, width, beta = 1.0, 4.0, 4.0
ell = float(-mpmath.zeta(0.5) / mpmath.sqrt(2 * mpmath.pi))


def gauss(v, s):
    return np.exp(-v**2 / (2 * s**2)) / (np.sqrt(2 * np.pi) * s)


def wall_factor(x, y, tau):
    return -np.expm1(-2 * mass * x * y / tau)


def slit_kernel(x, y, tau, image):
    k = gauss(x - y, np.sqrt(tau / mass))
    if image:
        k = k * wall_factor(x, y, tau) * wall_factor(width - x, width - y, tau)
    return k


def grid(length, n):
    t, w = roots_legendre(n)
    return 0.5 * length * (t + 1), 0.5 * length * w


def slit_matrix(tau, image, n):
    x, w = grid(width, n)
    root = np.sqrt(w)
    return root[:, None] * slit_kernel(x[:, None], x[None, :], tau, image) * root, x


def ground_energy(tau, image, n=400):
    a, _ = slit_matrix(tau, image, n)
    top = eigh(a, eigvals_only=True, subset_by_index=[n - 1, n - 1])[0]
    return -np.log(top) / tau


print(f"mass = {mass:.1f} m_e, slit width L = {width:.1f} bohr")

# Half-space: spectral integral over standing waves against the image formula
x0, y0, tau0 = 0.3, 0.5, 0.4
s0 = np.sqrt(tau0 / mass)
spectral = quad(lambda k: 2 / np.pi * np.sin(k * x0) * np.sin(k * y0)
                * np.exp(-tau0 * k**2 / (2 * mass)), 0, 12 / s0, limit=200)[0]
free_value = gauss(x0 - y0, s0)
survival = wall_factor(x0, y0, tau0)
assert abs(spectral - free_value * survival) < 1e-9
print(f"one wall: x = {x0} bohr, x' = {y0} bohr, tau = {tau0} 1/Ha, s = {s0:.4f} bohr")
print(f"  free density matrix      = {free_value:.6f} 1/bohr")
print(f"  image density matrix     = {free_value * survival:.6f} 1/bohr")
print(f"  standing-wave integral   = {spectral:.6f} 1/bohr")
print(f"  no-crossing probability  = {survival:.6f}")

# Many short primitive steps must approach the image result, but slowly
xg, wg = grid(5.0, 500)
gaps = []
for steps in (64, 256):
    short = np.sqrt(tau0 / steps / mass)
    kern = gauss(xg[:, None] - xg[None, :], short)
    vec = gauss(xg - y0, short)
    for _ in range(steps - 2):
        vec = kern @ (wg * vec)
    ratio = np.sum(gauss(x0 - xg, short) * wg * vec) / free_value
    gaps.append(ratio - survival)
    print(f"  {steps:3d} primitive substeps: probability = {ratio:.6f}, excess = {gaps[-1]:.6f}")
assert gaps[1] > 0 and 1.7 < gaps[0] / gaps[1] < 2.3

# Displacement constant from its integral (the tail beyond 12 is 2/12)
integral = (quad(lambda q: 2 / q**2 - 1 / np.expm1(q**2 / 2), 0, 12)[0] + 2 / 12) / np.pi
assert abs(integral - ell) < 1e-6
print(f"wall displacement / s: zeta form = {ell:.6f}, integral = {integral:.6f}")

# Slit ground state from diagonalized short-time kernels
exact = np.pi**2 / (2 * mass * width**2)
print(f"exact slit ground-state energy = {exact:.8f} Ha")
print("tau(1/Ha)  s(bohr)  E_prim(Ha)  displaced-wall(Ha)  prim.err(%)  image err(Ha)")
taus = (1.6, 0.4, 0.1, 0.025, 0.00625)
errors, residuals = [], []
for tau in taus:
    s = np.sqrt(tau / mass)
    e_prim, e_image = ground_energy(tau, False), ground_energy(tau, True)
    law = np.pi**2 / (2 * mass * (width + 2 * ell * s)**2)
    errors.append(e_prim - exact)
    residuals.append(e_prim - law)
    kernel_bound = 2 * gauss(0.0, s) * np.exp(-width**2 / (2 * s**2))
    energy_bound = width * kernel_bound / (0.9 * tau * np.exp(-tau * exact))
    assert abs(e_image - exact) < energy_bound + 1e-9  # 1e-9: rounding divided by tau
    assert e_prim < exact
    if tau <= 0.4:
        assert abs(e_prim / law - 1) < 3e-3
    print(f"{tau:8.5f}  {s:7.4f}  {e_prim:.7f}   {law:.7f}          "
          f"{100 * errors[-1] / exact:8.3f}     {e_image - exact:9.1e}")
error_ratio = errors[-2] / errors[-1]
residual_ratio = residuals[-2] / residuals[-1]
assert 1.8 < error_ratio < 2.1
assert 6 < residual_ratio < 9
print(f"last fourfold cut of tau: error falls by {error_ratio:.3f}, "
      f"residual of law by {residual_ratio:.2f}")

# Error of the product of two wall factors against the slit eigenfunction sum
tau = taus[0]
xs = np.linspace(0, width, 81)
levels = np.arange(1, 60)
modes = np.sin(np.pi * np.outer(xs, levels) / width)
slit_exact = 2 / width * (modes * np.exp(-tau * exact * levels**2)) @ modes.T
deviation = np.max(np.abs(slit_kernel(xs[:, None], xs[None, :], tau, True) - slit_exact))
s = np.sqrt(tau / mass)
bound = 2 * gauss(0.0, s) * np.exp(-width**2 / (2 * s**2))
assert deviation < bound
print(f"two-wall product at tau = {tau} 1/Ha: largest kernel error = {deviation:.2e} 1/bohr, "
      f"bound = {bound:.2e} 1/bohr")

# Primitive time step predicted to give a one-percent energy error
target = 0.01
s_need = width * ((1 - target)**-0.5 - 1) / (2 * ell)
tau_need = mass * s_need**2
reached = 1 - ground_energy(tau_need, False, 1200) / exact
assert abs(reached - target) < 1e-4
print(f"primitive step for 1% error: tau = {tau_need:.3e} 1/Ha, error found = "
      f"{100 * reached:.4f} %, slices at beta = {beta} 1/Ha: {beta / tau_need:.0f}")

# Thermodynamic estimator at finite temperature
slices = 10
tau = beta / slices
s = np.sqrt(tau / mass)
weights = np.exp(-beta * exact * levels**2)
thermal_exact = np.sum(exact * levels**2 * weights) / np.sum(weights)
thermal = {}
for image in (False, True):
    a, x = slit_matrix(tau, image, 200)
    xa, xb = x[:, None], x[None, :]
    free_part = 1 / (2 * tau) - mass * (xa - xb)**2 / (2 * tau**2)
    wall_part = np.zeros_like(a)
    if image:
        for c in (2 * mass * xa * xb, 2 * mass * (width - xa) * (width - xb)):
            wall_part += c / tau**2 / np.expm1(c / tau)
    rest = np.linalg.matrix_power(a, slices - 1)
    z = np.trace(rest @ a)
    thermal[image] = (np.trace(rest @ (a * free_part)) / z,
                      np.trace(rest @ (a * wall_part)) / z)
e_thermal_prim, e_thermal_image = sum(thermal[False]), sum(thermal[True])
wide = width + 2 * ell * s
e_wide = np.pi**2 * levels**2 / (2 * mass * wide**2)
w_wide = np.exp(-beta * e_wide)
thermal_law = np.sum(w_wide * e_wide * (1 - 2 * ell * s / wide)) / np.sum(w_wide)
assert abs(e_thermal_image - thermal_exact) < 1e-6
assert abs(e_thermal_prim / thermal_law - 1) < 1e-2
print(f"thermal energy, beta = {beta} 1/Ha, {slices} slices, tau = {tau} 1/Ha:")
print(f"  exact = {thermal_exact:.7f} Ha, image = {e_thermal_image:.7f} Ha")
print(f"  image parts: free links = {thermal[True][0]:.6f} Ha, walls = {thermal[True][1]:.6f} Ha")
print(f"  primitive = {e_thermal_prim:.6f} Ha, displaced-wall law = {thermal_law:.6f} Ha")


# Hard spheres: lengths in units of the diameter d = 1, s = sqrt(tau/reduced mass)
def free3(r, q, cosine, s):
    return (2 * np.pi * s**2)**-1.5 * np.exp(-(r*r + q*q - 2*r*q*cosine) / (2 * s**2))


def cao_berne_ratio(r, q, cosine, s):
    return 1 - (r + q - 1) / (r * q) * np.exp(-(r - 1) * (q - 1) * (1 + cosine) / s**2)


def sphere_ratio(r, q, cosine, s):
    """Exact hard-sphere to free ratio from scattering states of all partial waves."""
    dk = 0.04
    k = np.arange(1, int(8 / s / dk) + 1) * dk
    total = 0.0
    for l in range(int(7 / s) + 10):
        with np.errstate(all="ignore"):
            j1, n1 = spherical_jn(l, k), spherical_yn(l, k)
            norm = np.hypot(j1, n1)
            waves = [k * p * (spherical_jn(l, k * p) * n1 - spherical_yn(l, k * p) * j1) / norm
                     for p in (r, q)]
        # overflow occurs only where k is far below l and the true wave is negligible
        u, v = [np.nan_to_num(f, nan=0.0, posinf=0.0, neginf=0.0) for f in waves]
        radial = 2 / np.pi * dk * np.sum(np.exp(-s**2 * k**2 / 2) * u * v)
        total += (2 * l + 1) * eval_legendre(l, cosine) * radial
    return total / (4 * np.pi * r * q) / free3(r, q, cosine, s)


def curvature_coefficient(a, b, v):
    """Limit of (Cao-Berne minus exact ratio)/(s/d); a, b: heights above the
    surface, v: arc length along it, all in units of s."""
    return (-(2 - v**2) * np.sqrt(np.pi / 2) * a * b
            * np.exp((a - b)**2 / 2) * erfc((a + b) / np.sqrt(2)))


# Subtracted term as a free density matrix between radii r+r'-d and d
r, q, cosine, s = 1.13, 1.31, 0.8, 0.3
image_term = (r + q - 1) / (r * q) * free3(r + q - 1, 1.0, cosine, s)
assert abs(free3(r, q, cosine, s) * cao_berne_ratio(r, q, cosine, s)
           - (free3(r, q, cosine, s) - image_term)) < 1e-12
# Angular integral must give the exact s wave
s_wave = 2 * np.pi * r * q * quad(lambda c: free3(r, q, c, s) * cao_berne_ratio(r, q, c, s),
                                  -1, 1, epsabs=1e-12)[0]
s_wave_exact = gauss(r - q, s) - gauss(r + q - 2, s)
assert abs(s_wave - s_wave_exact) < 1e-9
print(f"Cao-Berne s wave (r = {r} d, r' = {q} d, s = {s} d): "
      f"{s_wave:.6f} 1/d, exact {s_wave_exact:.6f} 1/d")

print("hard-sphere ratios to free (primitive ratio = 1):")
for name, a, b, turn in (("A: r=r'=d+0.5s, angle 0", 0.5, 0.5, 0.0),
                         ("B: r=d+0.5s, r'=d+s, angle s/d", 0.5, 1.0, 1.0)):
    print(f"  {name}")
    scaled = []
    for s in (0.2, 0.1, 0.05):
        args = (1 + a * s, 1 + b * s, np.cos(turn * s), s)
        true_ratio, approx = sphere_ratio(*args), cao_berne_ratio(*args)
        miss = approx - true_ratio
        scaled.append(miss / s)
        assert abs(miss) < 0.3 * abs(1 - true_ratio)
        print(f"    s/d = {s:.2f}: exact = {true_ratio:.5f}, Cao-Berne = {approx:.5f}, "
              f"error = {miss:.5f}, error/(s/d) = {scaled[-1]:.4f}")
    # value at s/d = 0 of the parabola through the three scaled errors
    limit = (scaled[0] - 6 * scaled[1] + 8 * scaled[2]) / 3
    predicted = curvature_coefficient(a, b, turn)
    print(f"    error/(s/d) at s/d -> 0: extrapolated = {limit:.4f}, formula = {predicted:.4f}")
    assert abs(limit / predicted - 1) < 0.02  # higher orders left by the extrapolation

print("tests ok")
```

It prints:

```
mass = 1.0 m_e, slit width L = 4.0 bohr
one wall: x = 0.3 bohr, x' = 0.5 bohr, tau = 0.4 1/Ha, s = 0.6325 bohr
  free density matrix      = 0.600019 1/bohr
  image density matrix     = 0.316590 1/bohr
  standing-wave integral   = 0.316590 1/bohr
  no-crossing probability  = 0.527633
   64 primitive substeps: probability = 0.611288, excess = 0.083655
  256 primitive substeps: probability = 0.570348, excess = 0.042714
wall displacement / s: zeta form = 0.582597, integral = 0.582597
exact slit ground-state energy = 0.30842514 Ha
tau(1/Ha)  s(bohr)  E_prim(Ha)  displaced-wall(Ha)  prim.err(%)  image err(Ha)
 1.60000   1.2649  0.1635905   0.1646953           -46.959      -5.2e-05
 0.40000   0.6325  0.2196394   0.2199253           -28.787      -1.6e-13
 0.10000   0.3162  0.2585364   0.2585900           -16.175      -2.7e-13
 0.02500   0.1581  0.2818546   0.2818629            -8.615      -1.1e-12
 0.00625   0.0791  0.2946945   0.2946957            -4.452      -4.4e-12
last fourfold cut of tau: error falls by 1.935, residual of law by 7.16
two-wall product at tau = 1.6 1/Ha: largest kernel error = 1.16e-04 1/bohr, bound = 4.25e-03 1/bohr
primitive step for 1% error: tau = 2.991e-04 1/Ha, error found = 1.0000 %, slices at beta = 4.0 1/Ha: 13374
thermal energy, beta = 4.0 1/Ha, 10 slices, tau = 0.4 1/Ha:
  exact = 0.3308487 Ha, image = 0.3308487 Ha
  image parts: free links = 0.243830 Ha, walls = 0.087018 Ha
  primitive = 0.223496 Ha, displaced-wall law = 0.224043 Ha
Cao-Berne s wave (r = 1.13 d, r' = 1.31 d, s = 0.3 d): 0.657140 1/d, exact 0.657140 1/d
hard-sphere ratios to free (primitive ratio = 1):
  A: r=r'=d+0.5s, angle 0
    s/d = 0.20: exact = 0.43028, Cao-Berne = 0.39848, error = -0.03179, error/(s/d) = -0.1590
    s/d = 0.10: exact = 0.41258, Cao-Berne = 0.39484, error = -0.01774, error/(s/d) = -0.1774
    s/d = 0.05: exact = 0.40321, Cao-Berne = 0.39383, error = -0.00938, error/(s/d) = -0.1877
    error/(s/d) at s/d -> 0: extrapolated = -0.1987, formula = -0.1988
  B: r=d+0.5s, r'=d+s, angle s/d
    s/d = 0.20: exact = 0.64423, Cao-Berne = 0.63407, error = -0.01017, error/(s/d) = -0.0508
    s/d = 0.10: exact = 0.63981, Cao-Berne = 0.63280, error = -0.00702, error/(s/d) = -0.0702
    s/d = 0.05: exact = 0.63640, Cao-Berne = 0.63232, error = -0.00409, error/(s/d) = -0.0817
    error/(s/d) at s/d -> 0: extrapolated = -0.0946, formula = -0.0949
tests ok
```
